# Why Atomic Number Alone Does Not Fix the Coupling Scheme: a numerical check

```python
"""Claim under test: ratios of interactions, not atomic number Z, fix coupling.
Z=10: 2p^4 is LS but 2p^5 nf is jK.  Z=59: 4f^2 is near LS but 2p^4 is jj.
F^k, G^k: direct and exchange Slater integrals; zeta: spin-orbit energy of a
shell (zeta l.s per electron); weight: squared projection of a level on the
state or subspace named by a scheme.  jK: core j_c, K = j_c + l, J = K + s.
Radial functions: nonrelativistic configuration-average Hartree-Fock.
Energies are in hartree, lengths in bohr."""
from bisect import bisect_left
from functools import lru_cache
from itertools import combinations, product
import numpy as np
from scipy.constants import fine_structure as ALPHA, physical_constants
from scipy.special import eval_genlaguerre
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

TO_CM = physical_constants["hartree-inverse meter relationship"][0] / 100

# ---------- radial grid, uniform in ln r, and multipole kernels ----------
STEP = 0.05
r = np.exp(np.arange(np.log(1e-6), np.log(1500.0), STEP))
w = r * STEP
larger = np.maximum.outer(r, r)
ratio = np.minimum.outer(r, r) / larger


def make_kernel(k):
    kern = ratio**k / larger
    # Euler-Maclaurin correction for the kink at equal radii
    kern[np.diag_indices(len(r))] *= 1 - STEP * (2 * k + 1) / 12
    return kern


KERNEL = [make_kernel(k) for k in range(7)]


def slater(k, f, g):
    return (w * f) @ KERNEL[k] @ (w * g)


@lru_cache(None)
def three_j_sq(l1, k, l2):
    return float(wigner_3j(l1, k, l2, 0, 0, 0))**2


@lru_cache(None)
def exchange_kernel(l1, l2):
    return sum(0.5 * three_j_sq(l1, k, l2) * KERNEL[k]
               for k in range(abs(l1 - l2), l1 + l2 + 1, 2))


# ---------- orthonormalized even-tempered Gaussian basis ----------
COUNT = (24, 20, 16, 13)


def exponents(l):
    return 0.05 * 2.2**np.arange(COUNT[l])


def make_basis(l):
    a, x = exponents(l), r[:, None]
    chi = x**(l + 1) * np.exp(-a * x**2)
    chi /= np.sqrt(w @ chi**2)
    t_chi = (a * (2 * l + 3) - 2 * a**2 * x**2) * chi
    overlap = chi.T @ (w[:, None] * chi)
    c = np.linalg.inv(np.linalg.cholesky(overlap)).T
    kin = c.T @ (chi.T @ (w[:, None] * t_chi)) @ c
    return chi @ c, (kin + kin.T) / 2


BASIS = [make_basis(l) for l in range(4)]


def hartree_fock(charge, shells, open_l=None):
    """shells: {(n, l): electrons}; an open shell is the only one of its l."""
    ls = sorted({l for _, l in shells})
    outer = charge - sum(shells.values()) + 1
    screen = 1 / (1 + 0.6 * charge**(1 / 3) * r / 0.885)**2
    guess = -(outer + (charge - outer) * screen) / r
    bare, fock = {}, {}
    for l in ls:
        chi, kin = BASIS[l]
        bare[l] = kin - chi.T @ ((w * charge / r)[:, None] * chi)
        fock[l] = kin + chi.T @ ((w * guess)[:, None] * chi)
    history = []
    for _ in range(100):
        coef, orb = {}, {}
        for l in ls:
            vectors = np.linalg.eigh(fock[l])[1]
            for n, m in shells:
                if m == l:
                    coef[n, l] = vectors[:, n - l - 1]
                    orb[n, l] = BASIS[l][0] @ coef[n, l]
        density = sum(q * orb[s]**2 for s, q in shells.items())
        repulsion = KERNEL[0] @ (w * density)
        pair = {l: sum(q * np.outer(orb[s], orb[s])
                       for s, q in shells.items() if s[1] == l) for l in ls}
        new, errors = {}, []
        for l in ls:
            chi = BASIS[l][0]
            local, nonlocal_part = repulsion.copy(), np.zeros_like(ratio)
            for m in ls:
                if l == m == open_l:
                    s = next(s for s in shells if s[1] == l)
                    q, own = shells[s], w * orb[s]**2
                    local -= KERNEL[0] @ own
                    for k in range(2, 2 * l + 1, 2):
                        factor = (q - 1) * (2 * l + 1) / (4 * l + 1)
                        local -= factor * three_j_sq(l, k, l) * (KERNEL[k] @ own)
                else:
                    nonlocal_part -= pair[m] * exchange_kernel(l, m)
            b = w[:, None] * chi
            f = bare[l] + b.T @ (local[:, None] * chi) + b.T @ nonlocal_part @ b
            new[l] = (f + f.T) / 2
            dm = sum(q * np.outer(coef[s], coef[s])
                     for s, q in shells.items() if s[1] == l)
            errors.append((new[l] @ dm - dm @ new[l]).ravel())
        error = np.concatenate(errors)
        if np.abs(error).max() < 1e-5:
            break
        history = (history + [(new, error)])[-8:]
        e = np.array([h[1] for h in history])
        size = len(history)
        system = np.ones((size + 1, size + 1))
        system[:size, :size] = e @ e.T / (error @ error)
        system[size, size] = 0
        rhs = np.zeros(size + 1)
        rhs[size] = 1
        mix = np.linalg.lstsq(system, rhs, rcond=None)[0][:size]
        fock = {l: sum(c * h[0][l] for c, h in zip(mix, history)) for l in ls}
    else:
        raise AssertionError("Hartree-Fock did not converge")
    energy = sum(q * coef[s] @ (bare[s[1]] + new[s[1]]) @ coef[s] / 2
                 for s, q in shells.items())
    kinetic = sum(q * coef[s] @ BASIS[s[1]][1] @ coef[s]
                  for s, q in shells.items())
    assert abs(energy + kinetic) < 1e-4 * kinetic      # virial theorem
    return orb, density, energy


def spin_orbit_energy(charge, orbital, density):
    other = w * (density - orbital**2)
    enclosed = np.cumsum(other) - other / 2
    return ALPHA**2 / 2 * np.sum(w * orbital**2 * (charge - enclosed) / r**3)


# ---------- explicit Slater determinants in a block of fixed M_J ----------
@lru_cache(None)
def angular(l1, m1, k, l2, m2):
    return ((-1)**m1 * np.sqrt((2 * l1 + 1) * (2 * l2 + 1))
            * float(wigner_3j(l1, k, l2, 0, 0, 0))
            * float(wigner_3j(l1, k, l2, -m1, m1 - m2, m2)))


def spin_orbitals(ls):
    return [(i, l, m, s) for i, l in enumerate(ls)
            for m in range(-l, l + 1) for s in (-1, 1)]


def determinants(orbs, occupation, two_m):
    groups = [combinations([p for p, o in enumerate(orbs) if o[0] == i], q)
              for i, q in enumerate(occupation)]
    dets = [sum(parts, ()) for parts in product(*groups)]
    return [d for d in dets
            if sum(2 * orbs[p][2] + orbs[p][3] for p in d) == two_m]


def one_body(op, dets, target):
    index = {d: i for i, d in enumerate(target)}
    moves = [[(a, op[a, c]) for a in np.flatnonzero(op[:, c])]
             for c in range(len(op))]
    out = np.zeros((len(target), len(dets)))
    for col, d in enumerate(dets):
        for i, c in enumerate(d):
            rest = d[:i] + d[i + 1:]
            for a, value in moves[c]:
                if a in rest:
                    continue
                p = bisect_left(rest, a)
                row = index.get(rest[:p] + (int(a),) + rest[p:])
                if row is not None:
                    out[row, col] += value * (-1)**(i + p)
    return out


def two_body(orbs, dets, radial):
    def integral(a, b, c, d):
        (ia, la, ma, sa), (ib, lb, mb, sb) = orbs[a], orbs[b]
        (ic, lc, mc, sc), (id_, ld, md, sd) = orbs[c], orbs[d]
        if sa != sc or sb != sd:
            return 0.0
        return sum(value * angular(la, ma, k, lc, mc) * angular(ld, md, k, lb, mb)
                   for k, value in radial.get((ia, ib, ic, id_), {}).items())

    groups = {}
    for a, b in combinations(range(len(orbs)), 2):
        key = (orbs[a][2] + orbs[b][2], orbs[a][3] + orbs[b][3])
        groups.setdefault(key, []).append((a, b))
    moves = {}
    for pairs in groups.values():
        for c, d in pairs:
            values = [(a, b, integral(a, b, c, d) - integral(a, b, d, c))
                      for a, b in pairs]
            moves[c, d] = [v for v in values if v[2] != 0]
    index = {d: i for i, d in enumerate(dets)}
    out = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        for i, j in combinations(range(len(det)), 2):
            rest = det[:i] + det[i + 1:j] + det[j + 1:]
            for a, b, value in moves[det[i], det[j]]:
                if a in rest or b in rest:
                    continue
                new = tuple(sorted(rest + (a, b)))
                row = index.get(new)
                if row is not None:
                    sign = (-1)**(i + j + new.index(a) + new.index(b))
                    out[row, col] += sign * value
    return out


def momentum_matrices(orbs):
    size = len(orbs)
    l_plus, s_plus = np.zeros((size, size)), np.zeros((size, size))
    for c, (i, l, m, s) in enumerate(orbs):
        if m < l:
            l_plus[orbs.index((i, l, m + 1, s)), c] = np.sqrt(
                l * (l + 1) - m * (m + 1))
        if s < 0:
            s_plus[orbs.index((i, l, m, 1)), c] = 1
    lz = np.array([o[2] for o in orbs], float)
    sz = np.array([o[3] / 2 for o in orbs])
    ls = np.diag(lz * sz) + (l_plus @ s_plus.T + l_plus.T @ s_plus) / 2
    return lz, sz, l_plus, s_plus, ls


def square(z, plus, dets, upper):
    raised = one_body(plus, dets, upper)
    total = np.array([sum(z[p] for p in d) for d in dets])
    return raised.T @ raised + np.diag(total * (total + 1))


def quantum_number(value):
    return (np.sqrt(1 + 4 * max(value, 0.0)) - 1) / 2


def lowest_space(operator):
    e, v = np.linalg.eigh(operator)
    return v[:, e < e[0] + 1e-7 * np.ptp(e)]


def lowest_space_weight(vector, operator):
    return np.sum((lowest_space(operator).T @ vector)**2)


def scheme_weights(coulomb, magnetic):
    """Ground-level weights: lowest LS term, lowest jj configuration."""
    level = np.linalg.eigh(coulomb + magnetic)[1][:, 0]
    return (lowest_space_weight(level, coulomb),
            lowest_space_weight(level, magnetic))


def single_shell(l, number, integrals, zeta):
    """Ground level of l^number: quantum numbers, weights and matrices."""
    orbs = spin_orbitals([l])
    dets = determinants(orbs, [number], number % 2)
    upper = determinants(orbs, [number], number % 2 + 2)
    lz, sz, lp, sp, ls = momentum_matrices(orbs)
    coulomb = two_body(orbs, dets, {(0, 0, 0, 0): integrals})
    magnetic = zeta * one_body(ls, dets, dets)
    term = np.linalg.eigh(coulomb)[1][:, 0]
    level = np.linalg.eigh(coulomb + magnetic)[1][:, 0]
    numbers = [quantum_number(v @ square(z, p, dets, upper) @ v) for v, z, p in
               ((term, sz, sp), (term, lz, lp), (level, lz + sz, lp + sp))]
    return (numbers, *scheme_weights(coulomb, magnetic), coulomb, magnetic)


def direct_partner(coulomb, magnetic):
    """Coupling and the two parts of the gap to the directly coupled state."""
    term = lowest_space(coulomb)
    level = np.linalg.eigh(coulomb + magnetic)[1][:, 0]
    pure = term @ (term.T @ level)
    pure /= np.linalg.norm(pure)
    partner = magnetic @ pure
    partner -= term @ (term.T @ partner)
    coupling = np.linalg.norm(partner)
    partner /= coupling
    gaps = [partner @ h @ partner - pure @ h @ pure for h in (coulomb, magnetic)]
    return coupling, gaps[0], gaps[1]


def two_level_admixture(gap, coupling):
    return (1 - gap / np.sqrt(gap**2 + 4 * coupling**2)) / 2


# ---------- independent check of the radial Hartree-Fock code ----------
neon = {(1, 0): 2, (2, 0): 2, (2, 1): 6}
energy_radial = hartree_fock(10, neon)[2]
gaussians = [[l, [float(a), 1.0]] for l in (0, 1) for a in exponents(l)]
molecule = gto.M(atom="Ne 0 0 0", basis={"Ne": gaussians}, verbose=0)
energy_pyscf = scf.RHF(molecule).kernel()
assert abs(energy_radial - energy_pyscf) < 1e-4
print(f"Ne HF energy, radial code: {energy_radial:.5f} hartree")
print(f"Ne HF energy, pyscf: {energy_pyscf:.5f} hartree")

# ---------- one shell, 2p^4, at two atomic numbers ----------
print("2p^4 ground level (energies in hartree):")
p4 = {}
for charge in (10, 59):
    orb, density, _ = hartree_fock(
        charge, {(1, 0): 2, (2, 0): 2, (2, 1): 4}, open_l=1)
    u = orb[2, 1]
    f2, zeta = slater(2, u**2, u**2), spin_orbit_energy(charge, u, density)
    numbers, w_ls, w_jj, _, _ = single_shell(1, 4, {2: f2}, zeta)
    gap = 6 * f2 / 25 + zeta / 2
    formula = (1 + gap / np.sqrt(gap**2 + 2 * zeta**2)) / 2
    assert np.allclose(numbers, [1, 1, 2], atol=1e-6)
    assert abs(w_ls - formula) < 1e-8
    p4[charge] = (w_ls, w_jj)
    print(f" Z={charge}: F2={f2:.4f} zeta={zeta:.6f} zeta/F2={zeta/f2:.5f}")
    print(f"  weights: LS {w_ls:.6f}, formula {formula:.6f}, jj {w_jj:.6f}")
assert p4[10][0] > 0.999 and p4[10][0] > p4[10][1]
assert p4[59][1] > 0.98 and p4[59][0] < 0.8

# ---------- trivalent lanthanide ions 4f^N ----------
core = {(1, 0): 2, (2, 0): 2, (3, 0): 2, (4, 0): 2, (5, 0): 2, (2, 1): 6,
        (3, 1): 6, (4, 1): 6, (5, 1): 6, (3, 2): 10, (4, 2): 10}
names = "Pr Nd Pm Sm Eu Gd Tb Dy Ho Er Tm".split()
print("4f^N ions, charge +3; last two columns: weights with 0.7 F^k")
print(" ion Z level F2/hartree zeta/hartree LS jj LS(0.7F) jj(0.7F)")
all_ls, all_reduced = [], []
for number, name in enumerate(names, start=2):
    charge = 57 + number
    orb, density, _ = hartree_fock(charge, {**core, (4, 3): number}, open_l=3)
    u = orb[4, 3]
    integrals = {k: slater(k, u**2, u**2) for k in (2, 4, 6)}
    zeta = spin_orbit_energy(charge, u, density)
    (spin, orbital, total), w_ls, w_jj, coulomb, magnetic = single_shell(
        3, number, integrals, zeta)
    up = min(number, 7)
    hund_s = (2 * up - number) / 2
    hund_l = abs(sum([3, 2, 1, 0, -1, -2, -3][:number if number <= 7
                                                else number - 7]))
    hund_j = abs(hund_l - hund_s) if number < 7 else hund_l + hund_s
    assert np.allclose([spin, orbital, total], [hund_s, hund_l, hund_j], atol=1e-5)
    reduced_ls, reduced_jj = scheme_weights(0.7 * coulomb, magnetic)
    all_ls.append(w_ls)
    all_reduced.append(reduced_ls)
    assert w_ls > w_jj and reduced_ls > reduced_jj
    twice = round(2 * total)
    j_text = f"{twice}/2" if twice % 2 else str(twice // 2)
    label = f"{round(2*spin)+1}{'SPDFGHI'[round(orbital)]}{j_text}"
    print(f" {name} {charge} {label} {integrals[2]:.4f} {zeta:.6f}"
          f" {w_ls:.4f} {w_jj:.4f} {reduced_ls:.4f} {reduced_jj:.4f}")
    if number == 2:
        # mean pair energy from all 91 determinants of f^2
        orbs = spin_orbitals([3])
        trace = sum(np.trace(two_body(orbs, determinants(orbs, [2], m),
                                      {(0, 0, 0, 0): integrals}))
                    for m in range(-12, 13, 2))
        mean = -7 / 13 * sum(three_j_sq(3, k, 3) * f for k, f in integrals.items())
        assert abs(trace / 91 - mean) < 1e-10
        pr_ratio, admixture = zeta / integrals[2], 1 - w_ls
        half, weak, weaker = (1 - scheme_weights(coulomb, magnetic / d)[0]
                              for d in (2, 64, 128))
        growth_full, growth_weak = admixture / half, weak / weaker
        assert abs(growth_weak - 4) < 0.05      # quadratic limit
        coupling, gap_coulomb, gap_magnetic = direct_partner(coulomb, magnetic)
        assert abs(gap_magnetic / zeta - 3) < 1e-6
        widened = two_level_admixture(gap_coulomb + gap_magnetic, coupling)
        unwidened = two_level_admixture(gap_coulomb, coupling)
        # the two-level formula leaves out 3F4, hence 15 percent
        assert abs(widened / admixture - 1) < 0.15
        assert abs(unwidened / admixture - 1) > 0.3
assert min(all_ls) > 0.9
# above one half, no other term can hold a larger part of the level
assert min(all_reduced) > 0.5
print(f"Pr3+ zeta/F2: {pr_ratio:.5f}")
print(f"Pr3+ 3H4-1G4 (hartree): Coulomb gap {gap_coulomb:.5f},"
      f" spin-orbit gap {gap_magnetic:.5f}, coupling {coupling:.5f}")
print(f"Pr3+ admixture: full {admixture:.4f}, two-level {widened:.4f},"
      f" two-level with Coulomb gap only {unwidened:.4f}")
print(f"Pr3+ admixture ratio, zeta over zeta/2: {growth_full:.3f}")
print(f"Pr3+ admixture ratio, zeta/64 over zeta/128: {growth_weak:.3f}")
print(f"Smallest 4f^N LS weight: {min(all_ls):.4f},"
      f" with 0.7 F^k: {min(all_reduced):.4f}")

# ---------- neon 2p^5 nf ----------
orb, density, _ = hartree_fock(10, {(1, 0): 2, (2, 0): 2, (2, 1): 5}, open_l=1)
u_p = orb[2, 1]
zeta_p = spin_orbit_energy(10, u_p, density)
r2_p = np.sum(w * u_p**2 * r**2)
core_potential = -10 / r + KERNEL[0] @ (w * density)
orbs = spin_orbitals([1, 3])
dets, upper = (determinants(orbs, [5, 1], m) for m in (2, 4))
lz, sz, lp, sp, ls = momentum_matrices(orbs)
in_core = np.array([o[0] == 0 for o in orbs], float)
in_outer = 1 - in_core
L2 = square(lz, lp, dets, upper)
S2 = square(sz, sp, dets, upper)
J2 = square(lz + sz, lp + sp, dets, upper)
JC2 = square((lz + sz) * in_core, (lp + sp) * in_core, dets, upper)
JF2 = square((lz + sz) * in_outer, (lp + sp) * in_outer, dets, upper)
K2 = square(lz + sz * in_core, lp + sp * in_core, dets, upper)
schemes = {"LS": (L2, S2), "jj": (JC2, JF2), "jK": (JC2, K2)}


def rydberg(n, zeta_factor=1.0):
    u = r**4 * np.exp(-r / n) * eval_genlaguerre(n - 4, 7, 2 * r / n)
    u /= np.sqrt(np.sum(w * u**2))
    inverse_cube = np.sum(w * u**2 / r**3)
    assert abs(inverse_cube * n**3 * 3 * 3.5 * 4 - 1) < 1e-5
    zeta_f = ALPHA**2 / 2 * inverse_cube
    f2 = slater(2, u_p**2, u**2)
    g2, g4 = (slater(k, u_p * u, u_p * u) for k in (2, 4))
    shift = np.sum(w * u**2 * (core_potential + 1 / r))
    assert abs(shift) < 0.01 * f2            # hydrogenic nf is adequate
    assert abs(f2 / (r2_p * inverse_cube) - 1) < 0.01
    direct, exchange = {2: f2}, {2: g2, 4: g4}
    radial = {(0, 1, 0, 1): direct, (1, 0, 1, 0): direct,
              (0, 1, 1, 0): exchange, (1, 0, 0, 1): exchange}
    strength = zeta_p * in_core + zeta_factor * zeta_f * in_outer
    h = two_body(orbs, dets, radial) + one_body(ls * strength, dets, dets)
    energies, vectors = np.linalg.eigh(h)
    weights = {}
    for name, (a, b) in schemes.items():
        states = np.linalg.eigh(a + 0.3717 * b + 0.1293 * J2)[1]
        weights[name] = ((states.T @ vectors)**2).max(axis=0)
    return f2, g2, g4, zeta_f, energies, vectors, weights


assert len(dets) == 12
print(f"Ne+ zeta_2p: {zeta_p:.6f} hartree")
print(f"Ne+ <r^2>_2p: {r2_p:.4f} bohr^2")
for n in (4, 8):
    f2, g2, g4, zeta_f, _, _, weights = rydberg(n)
    assert zeta_p > 5 * f2 and f2 > 50 * max(g2, g4, zeta_f)
    assert abs(f2 / zeta_f / (2 * r2_p / ALPHA**2) - 1) < 0.01
    assert weights["jK"].min() > 0.99 and weights["LS"].min() < 0.8
    assert 1 - weights["jK"].min() < 0.1 * (1 - weights["jj"].min())
    print(f"Ne 2p^5 {n}f: F2={f2:.4e} G2={g2:.3e} G4={g4:.3e} hartree")
    print(f" zeta_{n}f={zeta_f:.3e} hartree, zeta_2p/F2={zeta_p/f2:.3f},"
          f" F2/zeta_{n}f={f2/zeta_f:.0f}")
    for name in schemes:
        print(f" {name} weight: mean {weights[name].mean():.5f},"
              f" least {weights[name].min():.5f}")

f2, _, _, _, energies, vectors, _ = rydberg(4)
k_values = np.array([quantum_number(v @ K2 @ v) for v in vectors.T])
print("Ne 2p^5 4f, j_c=3/2: E_K, formula, pair splitting (hartree)")
centres = []
for twice_k in (3, 9, 5, 7):
    k = twice_k / 2
    members = [i for i in range(8) if round(2 * k_values[i]) == twice_k]
    assert len(members) == 2
    pair_energies = energies[members] + zeta_p / 2
    h = (k * (k + 1) - 12 - 15 / 4) / 2
    formula = -4 / 675 * f2 * (1.5 * h**2 + 0.75 * h - 22.5)
    centre, split = pair_energies.mean(), np.ptp(pair_energies)
    assert abs(centre - formula) < 0.01 * f2 and split < 0.01 * f2
    centres.append(centre)
    print(f" K={twice_k}/2: {centre:.4e} {formula:.4e} {split:.2e}")
span = max(centres) - min(centres)
print(f"Span of the four K energies: {span:.4e} hartree = {span*TO_CM:.2f} cm^-1")

reversed_weights = rydberg(4, zeta_factor=1e6)[-1]
assert reversed_weights["jj"].min() > 0.99
assert reversed_weights["jK"].min() < reversed_weights["jj"].min()
print("Ne 4f with zeta_4f times 1e6, least weights:"
      f" jj {reversed_weights['jj'].min():.5f},"
      f" jK {reversed_weights['jK'].min():.5f}")
print("tests ok")
```

Output:

```
Ne HF energy, radial code: -128.54709 hartree
Ne HF energy, pyscf: -128.54709 hartree
2p^4 ground level (energies in hartree):
 Z=10: F2=0.5225 zeta=0.003134 zeta/F2=0.00600
  weights: LS 0.999696, formula 0.999696, jj 0.683010
 Z=59: F2=4.8513 zeta=11.263973 zeta/F2=2.32184
  weights: LS 0.696211, formula 0.696211, jj 0.998995
4f^N ions, charge +3; last two columns: weights with 0.7 F^k
 ion Z level F2/hartree zeta/hartree LS jj LS(0.7F) jj(0.7F)
 Pr 59 3H4 0.4743 0.004615 0.9673 0.8841 0.9482 0.9130
 Nd 60 4I9/2 0.4923 0.005298 0.9694 0.6126 0.9451 0.6680
 Pm 61 5I4 0.5094 0.006036 0.9733 0.3308 0.9484 0.3849
 Sm 62 6H5/2 0.5260 0.006830 0.9576 0.1671 0.9132 0.2254
 Eu 63 7F0 0.5421 0.007685 0.9291 0.1488 0.8408 0.2439
 Gd 64 8S7/2 0.5577 0.008605 0.9723 0.0155 0.9434 0.0230
 Tb 65 7F6 0.5731 0.009591 0.9552 0.0990 0.9120 0.1370
 Dy 66 6H15/2 0.5881 0.010647 0.9353 0.3111 0.8785 0.3959
 Ho 67 5I8 0.6028 0.011777 0.9323 0.5837 0.8825 0.6650
 Er 68 4I15/2 0.6173 0.012984 0.9726 0.7599 0.9525 0.8030
 Tm 69 3H6 0.6317 0.014272 0.9924 0.9124 0.9869 0.9274
Pr3+ zeta/F2: 0.00973
Pr3+ 3H4-1G4 (hartree): Coulomb gap 0.03269, spin-orbit gap 0.01384, coupling 0.00843
Pr3+ admixture: full 0.0327, two-level 0.0299, two-level with Coulomb gap only 0.0556
Pr3+ admixture ratio, zeta over zeta/2: 2.879
Pr3+ admixture ratio, zeta/64 over zeta/128: 3.974
Smallest 4f^N LS weight: 0.9291, with 0.7 F^k: 0.8408
Ne+ zeta_2p: 0.002721 hartree
Ne+ <r^2>_2p: 0.9820 bohr^2
Ne 2p^5 4f: F2=3.6526e-04 G2=4.785e-07 G4=3.068e-07 hartree
 zeta_4f=9.905e-09 hartree, zeta_2p/F2=7.450, F2/zeta_4f=36875
 LS weight: mean 0.62278, least 0.41160
 jj weight: mean 0.96085, least 0.91308
 jK weight: mean 0.99987, least 0.99968
Ne 2p^5 8f: F2=4.5643e-05 G2=1.470e-07 G4=9.440e-08 hartree
 zeta_8f=1.238e-09 hartree, zeta_2p/F2=59.619, F2/zeta_8f=36863
 LS weight: mean 0.62475, least 0.41604
 jj weight: mean 0.96222, least 0.91206
 jK weight: mean 0.99966, least 0.99800
Ne 2p^5 4f, j_c=3/2: E_K, formula, pair splitting (hartree)
 K=3/2: -5.8558e-05 -5.8442e-05 1.69e-07
 K=9/2: -2.4509e-05 -2.4351e-05 1.75e-08
 K=5/2: 1.3425e-05 1.4610e-05 6.65e-08
 K=7/2: 4.8082e-05 4.8702e-05 4.07e-08
Span of the four K energies: 1.0664e-04 hartree = 23.40 cm^-1
Ne 4f with zeta_4f times 1e6, least weights: jj 0.99977, jK 0.91374
tests ok
```
